# Minimum thermodynamic overpotential for oxygen electrodes from a fixed OOH–OH gap

## Problem

Oxygen evolution in acid turns water into O₂ on a surface site, written $*$, in four steps. Each step releases one proton and one electron:

1. $\mathrm{H_2O} + * \to \mathrm{OH}^* + \mathrm{H}^+ + e^-$
2. $\mathrm{OH}^* \to \mathrm{O}^* + \mathrm{H}^+ + e^-$
3. $\mathrm{O}^* + \mathrm{H_2O} \to \mathrm{OOH}^* + \mathrm{H}^+ + e^-$
4. $\mathrm{OOH}^* \to * + \mathrm{O_2} + \mathrm{H}^+ + e^-$

In this model, oxygen reduction is taken to run through the same steps backwards. The free energy of the whole reaction $2\mathrm{H_2O}\to\mathrm{O_2}+2\mathrm{H_2}$ is about 4.9 eV; the model fixes it as an input, $G_{\rm tot}=4.92$ eV.

Let $G_{\rm OH}$, $G_{\rm O}$ and $G_{\rm OOH}$ be the adsorption free energies of the three intermediates, relative to water and hydrogen gas. Suppose that all surfaces considered share the same gap

$$D = G_{\rm OOH}-G_{\rm OH} = 3.2\ \text{eV},$$

while $G_{\rm OH}$ and $G_{\rm O}$ may take any values. The thermodynamic overpotential is the distance from the equilibrium potential to the nearest potential at which no step of the desired reaction is uphill in free energy.

(a) Find the free energy of each step at electrode potential $U$, and express both overpotentials through the step energies.

(b) Show that the overpotential of oxygen evolution is at least 0.37 V.

(c) Show that the same bound holds for oxygen reduction.

(d) Which surfaces reach each bound, and can one surface reach both?

(e) How does the bound depend on $D$?

(f) Evaluate both overpotentials for a model surface with $G_{\rm OH}=1.00$ eV and $G_{\rm O}=2.40$ eV, and explain their excess over the bound.

## Solution

### (a) Step energies and overpotentials

Potentials are measured against the reversible hydrogen electrode in the same electrolyte. At $U=0$ on this scale, a proton and an electron together are in equilibrium with half a hydrogen molecule. Raising the potential to $U$ lowers the energy of an electron in the electrode by $eU$, so

$$G(\mathrm{H}^+ + e^-) = \tfrac12 G(\mathrm{H_2}) - eU .$$

The pH does not appear, because the reference electrode shifts with it. The adsorption free energies are defined by

$$\begin{aligned}
G_{\rm OH} &= G(\mathrm{OH}^*)+\tfrac12 G(\mathrm{H_2})-G(*)-G(\mathrm{H_2O}),\\
G_{\rm O} &= G(\mathrm{O}^*)+G(\mathrm{H_2})-G(*)-G(\mathrm{H_2O}),\\
G_{\rm OOH} &= G(\mathrm{OOH}^*)+\tfrac32 G(\mathrm{H_2})-G(*)-2G(\mathrm{H_2O}).
\end{aligned}$$

They are assumed not to depend on $U$. Each is the free energy, at $U=0$, of reaching that intermediate from water and the bare site. The energy of a step is therefore the difference between successive levels:

$$g_1=G_{\rm OH},\quad g_2=G_{\rm O}-G_{\rm OH},\quad g_3=G_{\rm OOH}-G_{\rm O},\quad g_4=G_{\rm tot}-G_{\rm OOH}.$$

The intermediate levels cancel in the sum:

$$g_1+g_2+g_3+g_4=G_{\rm tot}.$$

Each oxidation step produces one electron, so at potential $U$ it costs $g_i-eU$. At equilibrium the four costs add to zero, $G_{\rm tot}-4eU_{\rm eq}=0$, which gives

$$U_{\rm eq}=\frac{G_{\rm tot}}{4e}=\frac{4.92}{4}\ \text{V}=1.23\ \text{V}.$$

For evolution, no step is uphill if $g_i-eU\le 0$ for all $i$, so $eU$ must be at least the largest step energy. For reduction, each step is reversed and costs $eU-g_i$. This is not positive for all $i$ if $eU$ is at most the smallest step energy. Evolution is driven from above $U_{\rm eq}$ and reduction from below, so the two overpotentials, both counted positive, are

$$\eta_{\rm OER}=\frac{\max_i g_i}{e}-\frac{G_{\rm tot}}{4e},\qquad
\eta_{\rm ORR}=\frac{G_{\rm tot}}{4e}-\frac{\min_i g_i}{e}.$$

Neither can be negative, since the largest of four numbers is not below their mean and the smallest is not above it. Both vanish if all four steps cost 1.23 eV.

### (b) Oxygen evolution

The two middle steps lead from OH* to OOH*. Their sum does not contain $G_{\rm O}$:

$$g_2+g_3=(G_{\rm O}-G_{\rm OH})+(G_{\rm OOH}-G_{\rm O})=G_{\rm OOH}-G_{\rm OH}=D.$$

The larger of two numbers is at least their mean, and the largest of all four steps is at least the larger of these two. Hence

$$\max_i g_i\ \ge\ \max(g_2,g_3)\ \ge\ \frac D2=1.60\ \text{eV},$$

$$\eta_{\rm OER}\ \ge\ \frac{D}{2e}-\frac{G_{\rm tot}}{4e}=1.60\ \text{V}-1.23\ \text{V}=0.37\ \text{V}.$$

As an energy per electron, this is 0.37 eV, or 0.0136 hartree. A change of surface can shift the level of O* and so divide the 3.2 eV differently between the two steps, but it cannot reduce their total.

### (c) Oxygen reduction

The middle pair does not give the bound here. Reduction is limited by the smallest $g_i$, and a large $g_2+g_3$ does not force either $g_2$ or $g_3$ to be small: it gives only $\min(g_2,g_3)\le D/2=1.60$ eV, which lies above the mean step of 1.23 eV. The outer pair does, because it has to share what the middle pair leaves over:

$$g_1+g_4=G_{\rm OH}+G_{\rm tot}-G_{\rm OOH}=G_{\rm tot}-D=4.92\ \text{eV}-3.20\ \text{eV}=1.72\ \text{eV}.$$

The smaller of two numbers is at most their mean, so

$$\min_i g_i\ \le\ \min(g_1,g_4)\ \le\ \frac{G_{\rm tot}-D}{2}=0.86\ \text{eV}.$$

The minus sign in $\eta_{\rm ORR}$ turns this upper limit into a lower one:

$$\eta_{\rm ORR}\ \ge\ \frac{G_{\rm tot}}{4e}-\frac{G_{\rm tot}-D}{2e}
=\frac{D}{2e}-\frac{G_{\rm tot}}{4e}=0.37\ \text{V}.$$

The two bounds agree because the pairs have a fixed total: whatever the mean of the middle pair lies above 1.23 eV, the mean of the outer pair lies below it.

### (d) Surfaces that reach the bounds

For evolution, equality requires $\max_i g_i=D/2$. Then neither $g_2$ nor $g_3$ exceeds $D/2$, and since they add to $D$, both equal $D/2$. This fixes

$$G_{\rm O}=G_{\rm OH}+\frac D2=G_{\rm OH}+1.60\ \text{eV}.$$

The outer steps must not exceed $D/2$ either. From $g_1\le D/2$ follows $G_{\rm OH}\le1.60$ eV. From $g_4=G_{\rm tot}-D-G_{\rm OH}\le D/2$ follows

$$G_{\rm OH}\ \ge\ G_{\rm tot}-\tfrac32D=4.92\ \text{eV}-4.80\ \text{eV}=0.12\ \text{eV}.$$

For reduction, equality requires $g_1=g_4=0.86$ eV by the same reasoning. Thus $G_{\rm OH}=0.86$ eV and $G_{\rm OOH}=0.86+3.20=4.06$ eV. The middle steps must not be smaller than 0.86 eV:

$$G_{\rm O}-0.86\ \text{eV}\ge0.86\ \text{eV},\qquad 4.06\ \text{eV}-G_{\rm O}\ge0.86\ \text{eV},$$

so $1.72\ \text{eV}\le G_{\rm O}\le3.20\ \text{eV}$.

Reaching the bound for evolution thus demands a precise position of O* relative to OH* and tolerates a range of OH binding. Reaching it for reduction demands a precise OH binding and tolerates a range of O binding. Both conditions hold together at one point,

$$G_{\rm OH}=0.86\ \text{eV},\qquad G_{\rm O}=0.86+1.60=2.46\ \text{eV}.$$

There the two overpotentials add to 0.74 V, the least possible separation between the two limiting potentials in this model.

At $U_{\rm eq}$, a level reached after $n$ electrons have left is lowered by $n\times1.23$ eV. For this best surface the levels become:

| State | Level at 1.23 V (eV) |
|---|---|
| 2 H₂O | 0.00 |
| OH* | −0.37 |
| O* | 0.00 |
| OOH* | 0.37 |
| O₂ | 0.00 |

Read downwards, the table describes evolution, with two climbs of 0.37 eV, from OH* to O* and from O* to OOH*. Read upwards, it describes reduction, also with two climbs of 0.37 eV, from O₂ to OOH* and from OH* to water. OH* is too stable and OOH* too unstable by the same amount, and shifting both levels together cures one fault at the expense of the other.

The derived bounds and regions agree with a scan of 37901 model surfaces, in which each limiting potential was found by checking whether the whole profile runs downhill. The results are in the numerical output.

### (e) Other values of the gap

For arbitrary $D$, either pair may have the larger mean. The largest step is at least the larger of the two means, $D/2$ and $(G_{\rm tot}-D)/2$. Measured from $G_{\rm tot}/4$, these means are

$$\frac D2-\frac{G_{\rm tot}}4\qquad\text{and}\qquad
\frac{G_{\rm tot}-D}{2}-\frac{G_{\rm tot}}{4}=-\left(\frac D2-\frac{G_{\rm tot}}4\right).$$

They are equal and opposite, so the larger is the absolute value. By the same argument, the smallest step is at most the smaller of the two means, which lies below $G_{\rm tot}/4$ by this same absolute value. For both reactions, therefore,

$$\eta\ \ge\ \frac{1}{2e}\left|D-\frac{G_{\rm tot}}2\right| .$$

The choice $g_2=g_3=D/2$, $g_1=g_4=(G_{\rm tot}-D)/2$ reaches this value for both reactions at once.

The bound vanishes at $D=G_{\rm tot}/2=2.46$ eV, which is two ideal steps of 1.23 eV. The loss at $D=3.2$ eV is half of the excess $3.20-2.46=0.74$ eV, because two steps share it. A gap that is too small also costs potential: $D=2.00$ eV gives 0.23 V, with the roles of the two pairs exchanged.

As long as the gap stays above 2.46 eV, an error in $D$ enters the bound with half its size. Gaps of 3.00 and 3.40 eV give 0.27 and 0.47 V, so an uncertainty of 0.2 eV in the gap makes the bound uncertain by 0.1 V.

### (f) A model surface

With $G_{\rm OH}=1.00$ eV and $G_{\rm O}=2.40$ eV, the fixed gap gives $G_{\rm OOH}=1.00+3.20=4.20$ eV. The steps are

$$\begin{aligned}
g_1&=1.00\ \text{eV}, & g_2&=2.40-1.00=1.40\ \text{eV},\\
g_3&=4.20-2.40=1.80\ \text{eV}, & g_4&=4.92-4.20=0.72\ \text{eV}.
\end{aligned}$$

Evolution is limited by step 3, the formation of OOH* from O*, and reduction by the reverse of step 4, the formation of OOH* from O₂:

$$\eta_{\rm OER}=1.80-1.23=0.57\ \text{V},\qquad \eta_{\rm ORR}=1.23-0.72=0.51\ \text{V}.$$

For this surface, the excess over 0.37 V comes from unequal sharing within the pair that contains the limiting step. The larger member of a pair lies above the pair's mean by half their difference, and the smaller lies below it by the same amount. For evolution this is $(1.80-1.40)/2=0.20$ eV, and indeed $0.37+0.20=0.57$. For reduction it is $(1.00-0.72)/2=0.14$ eV, and $0.37+0.14=0.51$. Better balance within the pairs can remove these excesses, but the remaining 0.37 V persists as long as the gap is fixed.

### What the bound does and does not say

The gap must be one of free energies. By the definitions in part (a), it is

$$D=G(\mathrm{OOH}^*)+G(\mathrm{H_2})-G(\mathrm{OH}^*)-G(\mathrm{H_2O}).$$

If 3.2 eV is instead the same combination of bare electronic energies, the zero-point, thermal and solvation corrections of all four species have to be added, with the signs shown. As long as the gap stays above 2.46 eV, half of this total correction enters the bound.

The argument covers the four-step path above. It does not apply to a path that avoids OOH*, such as reduction through dissociation of O₂ into two adsorbed atoms, which needs its own analysis. A surface that stabilizes OOH* relative to OH* has a smaller $D$; the bound of part (e) then applies with that value.

Finally, 0.37 V is not a threshold for current. At any potential beyond $U_{\rm eq}$ the overall reaction is downhill, and an uphill intermediate step can slow it but does not forbid it. Activation barriers, which the model omits, affect the rate as well. The overpotential measured at a given current can therefore differ from the thermodynamic one in either direction, and the surface with the least thermodynamic overpotential need not be the one with the highest rate.

## Values computed for the example and the checks

```
INPUTS
Total free energy of 2 H2O -> O2 + 2 H2: 4.92 eV
Gap between OOH and OH: 3.20 eV
Equilibrium potential: 1.23 V
BOUND
Half the gap (OER pair of steps): 1.60 eV
Sum of first and last step (ORR pair): 1.72 eV
Half of that sum: 0.86 eV
Least OER overpotential in scan: 0.37 V
Least ORR overpotential in scan: 0.37 V
Same loss per electron: 0.0136 hartree
Surfaces scanned: 37901
SURFACES THAT REACH THE BOUND
OER, lowest OH free energy: 0.12 eV
OER, highest OH free energy: 1.60 eV
ORR, lowest O free energy: 1.72 eV
ORR, highest O free energy: 3.20 eV
Best for both, OH free energy: 0.86 eV
Best for both, O free energy: 2.46 eV
Best for both, OOH free energy: 4.06 eV
Least sum of both overpotentials: 0.74 V
BEST SURFACE AT THE EQUILIBRIUM POTENTIAL
Level of 2 H2O: 0.00 eV
Level of OH*: -0.37 eV
Level of O*: 0.00 eV
Level of OOH*: 0.37 eV
Level of O2: 0.00 eV
WORKED MODEL SURFACE
OH free energy: 1.00 eV
O free energy: 2.40 eV
OOH free energy: 4.20 eV
Oxidation step 1: 1.00 eV
Oxidation step 2: 1.40 eV
Oxidation step 3: 1.80 eV
Oxidation step 4: 0.72 eV
Lowest potential for OER: 1.80 V
Highest potential for ORR: 0.72 V
OER overpotential: 0.57 V
ORR overpotential: 0.51 V
OTHER GAPS, OPTIMIZED SURFACES
Gap 2.00 eV: OER 0.23 V, ORR 0.23 V
Gap 2.46 eV: OER 0.00 V, ORR 0.00 V
Gap 2.80 eV: OER 0.17 V, ORR 0.17 V
Gap 3.00 eV: OER 0.27 V, ORR 0.27 V
Gap 3.20 eV: OER 0.37 V, ORR 0.37 V
Gap 3.40 eV: OER 0.47 V, ORR 0.47 V
```
